Sparse time and frequency sampling for a Dyson loop

**What fails without a special choice of points**

A Dyson loop needs the Green function in two places. The Dyson equation is algebraic in Matsubara frequency, while a second-order self-energy is a plain product in imaginary time. On uniform grids, each passage between the two must resolve the short times set by the largest energy and also cover the whole thermal interval. The dense solution used for comparison below stores 65536 frequencies and still needs its leading tails treated analytically.

The function itself holds far less information. At 300 K, with energies up to 8 eV, 42 basis functions represent it to about nine decimals. One would then like to fit 42 coefficients to 42 values. With 42 uniformly spaced times, the fitting matrix has a condition number near 10¹⁷, which in double precision means only that it is numerically singular. With the 42 lowest Matsubara frequencies it is of order 10¹²; rounding in the highest basis functions already affects the leading digit. The basis is sound; the points are in the wrong places. The basis functions themselves tell where the points belong.

**The basis and its conventions**

Let β = 1/(k_B T), measure energies E from the chemical potential, and define, for 0 < τ < ħβ,

G(τ) = −⟨c(τ)c†(0)⟩.

With the spectral function A(E), normalized to one, this is

G(τ) = −∫ dE A(E) e^(−Eτ/ħ)/(1 + e^(−βE)).

Assume that A vanishes outside |E| ≤ E_max, and set

x = 2τ/(ħβ) − 1,  y = E/E_max,  Λ = βE_max.

Then Eτ/ħ = Λy(x+1)/2. Multiplying numerator and denominator by e^(Λy/2) turns the fraction into

K(x,y) = e^(−Λxy/2)/[2 cosh(Λy/2)].

On the square −1 ≤ x, y ≤ 1 this kernel has a singular value expansion

K(x,y) = Σ_l s_l u_l(x) v_l(y),  s_0 ≥ s_1 ≥ … > 0,

with orthonormal u_l and orthonormal v_l. Inserting it into G gives

G(τ) = Σ_l g_l u_l(x),  g_l = −s_l ∫ dE A(E) v_l(E/E_max).

The coefficients inherit the decay of s_l, whatever the details of A. We keep l = 0, …, L−1, with L even and s_l/s_0 down to about 10⁻¹⁰.

Matsubara frequencies obey ħν = πm k_B T with m odd. Since ντ = πm(x+1)/2 and dτ = (ħβ/2)dx,

G(iν) = (1/ħ)∫₀^(ħβ) dτ e^(iντ) G(τ) = β Σ_l g_l û_l(m),

û_l(m) = ½ ∫ dx u_l(x) e^(iπm(x+1)/2).

The fitting matrices are F_il = u_l(x_i) and M_il = û_l(m_i).

No separate tail correction is needed. One integration by parts, with e^(iπm) = −1, gives at large |m|

û_l(m) → −[u_l(1) + u_l(−1)]/(iπm).

Summed with the coefficients, this is −β[G(ħβ⁻) + G(0⁺)]/(iπm). The anticommutator makes the bracket −1, so G(iν) → 1/(iħν), as it must.

**Any distinct times give an invertible matrix**

Is the uniform grid singular in principle, or only badly conditioned? The answer also fixes the number of sign changes of each u_l.

First, det[e^(a_i b_j)] is nonzero for n distinct real a_i and n distinct real b_j. If it vanished, some nontrivial sum Σ_j c_j e^(a b_j) would have n zeros in a. Multiply the sum by e^(−a b_1), which moves no zero, and differentiate. By Rolle's theorem n−1 zeros remain, in a sum of n−1 exponentials. By induction its coefficients vanish, which leaves c_1 e^(a b_1), and this has no zero unless c_1 = 0. By continuity the determinant keeps one sign while the a_i and the b_j stay in increasing order. The kernel K is such an exponential times a positive function of y, so det[K(x_i,y_j)] also has one sign, fixed by n, on ordered points.

Next form

H(x,x′) = ∫ dy K(x,y)K(x′,y) = Σ_l s_l² u_l(x)u_l(x′).

For any functions f_i and h_j,

det[∫ dy f_i h_j] = ∫_(y₁<…<y_n) dⁿy det[f_i(y_k)] det[h_j(y_k)].

To see this, give row i its own variable y_i, so that the left side is ∫dⁿy Π_i f_i(y_i) det[h_j(y_i)]. Sorting the variables permutes the rows of the last determinant, and the resulting signs assemble det[f_i(y_k)]. Applied to H, the identity gives det[H(x_i,x′_j)] > 0 for ordered points, because two factors of equal sign are multiplied.

Regard this determinant as a symmetric, positive kernel acting on functions of ordered n-tuples. The same identity shows that det[u_(l_j)(x_i)] is an eigenfunction with eigenvalue Π_j s_(l_j)². The largest eigenvalue belongs to

D_n(x₁,…,x_n) = det[u_l(x_i)],  l = 0,…,n−1.

A top eigenfunction Φ of a strictly positive kernel cannot take both signs, since |Φ| would then give a larger quadratic form. Being one-signed, it is nonzero everywhere, because applying the kernel to it reproduces it up to a factor. Two such functions cannot be orthogonal, so the top eigenvalue is simple and s_(n−1) > s_n. Hence D_n ≠ 0 at any n distinct times, and F is invertible for any L distinct times, uniform ones included. Invertibility is therefore too weak a criterion for choosing them.

**Sign changes in time**

If u_l had l+1 zeros, D_(l+1) would have a column of zeros at those points, which was just excluded. So u_l has at most l zeros.

Suppose it had only k < l sign changes, at z₁,…,z_k. Let φ(x) be the determinant of u_0,…,u_k at the points z₁,…,z_k,x. It vanishes at each z_i and changes sign there, because x passes z_i in the ordering. Thus φu_l has one sign and a nonzero integral. But φ is a combination of u_0,…,u_k, all orthogonal to u_l. This is a contradiction, so u_l has exactly l sign changes and no other zeros.

Because K(−x,−y) = K(x,y) and the singular values are distinct, each u_l is even or odd. With l sign changes and nonzero end values its parity is (−1)^l, and v_l has the same parity.

The highest retained function u_(L−1) therefore cuts the interval into L runs of constant sign. Take the midpoint of each run. This gives L times, crowded where the basis varies fast. They are symmetric about τ = ħβ/2, so G(ħβ−τ_i) is the list G(τ_i) read backwards.

**Sign changes in frequency**

For one pole the Matsubara integral is elementary:

(1/ħ)∫₀^(ħβ) dτ e^((iν−E/ħ)τ)/(1+e^(−βE)) = −1/(iħν−E),

where e^(iνħβ) = −1 cancels the denominator. Dividing by β and projecting on v_l,

s_l û_l(m) = ∫ dy v_l(y) (iπm + Λy)/[(πm)² + (Λy)²].

For even l only the first numerator survives and û_l is imaginary; for odd l only the second survives and û_l is real. Take m > 0 and fold the integral onto 0 < y < 1. Apart from a constant phase and positive factors depending on m alone or y alone, both classes have the kernel 1/(p+q), with p = (πm)² and q = (Λy)².

Its determinants on distinct positive points are also nonzero. A sum Σ_j c_j/(p+q_j) is a polynomial of degree at most n−1 over a common denominator. If it vanished at n values of p it would vanish identically, and its residues would give c_j = 0. On ordered points the determinants again have one sign.

Orthogonality carries over as well. The functions e^(iπm(x+1)/2)/√2 with odd m form a complete orthonormal set on [−1,1], so Parseval's relation gives

Σ_m û_l(m)* û_l′(m) = ½ δ_ll′.

Within one parity class, positive and negative m contribute equally. The determinant argument therefore applies with sums over m > 0 in place of integrals over x: the first n functions of a class have a nonzero determinant at any n distinct positive frequencies.

Counting needs one change, since a sequence can change sign without a zero. Number the functions of a class f_0, f_1, …, with the constant phase removed. If f_j had j+1 or more sign changes, there would be j+2 frequencies at which it alternates in sign. The determinant with columns f_0,…,f_j and f_j once more is zero. Expanded along the last column, its minors have one sign, while both the cofactor signs and f_j alternate. All terms then add with equal sign and cannot give zero. So there are at most j changes.

If there were k < j, build φ from f_0,…,f_k as before, with zeros at the first frequency of each new run. Then φf_j never changes sign. It is not zero throughout, because f_j vanishes at no more than j frequencies. Its sum is nonzero, against orthogonality. Thus f_j has exactly j sign changes.

The highest function, l = L−1, is number j = L/2−1 of the odd class. It has L/2 runs over positive m. From each run take the frequency where |û_(L−1)| is largest; it exists even in the infinite last run because û_(L−1) tends to zero. With both signs of m this gives L frequencies. Adding and subtracting the rows for m and −m separates M into an even and an odd block, each invertible by the determinant result. This is why L was chosen even: for odd L the top function is even, has (L+1)/2 runs, and gives L+1 frequencies and a rectangular fit.

**How well conditioned the matrices are**

If a vector of samples has error δ, the coefficient error is at most |δ|/σ_min, where σ_min is the smallest singular value of the fitting matrix. The condition number σ_max/σ_min compares relative errors. Its size is computed here, not proved for all Λ. For E_max = 8 eV:

- 1000 K: Λ = 92.8, L = 30; time 7.0, frequency 15.5.
- 300 K: Λ = 309, L = 42; time 12.4, frequency 28.5.
- 100 K: Λ = 928, L = 52; time 21.3, frequency 48.9.

Over these three cases both numbers grow roughly as √Λ: from 300 K to 100 K, Λ rises by 3.0, with square root 1.73, and both condition numbers rise by 1.72. Three points do not establish a law.

Much of the time condition number comes from unequal spacing. Let W be the diagonal matrix of run widths. If the midpoints served as a perfect quadrature rule for products u_l u_l′, then FᵀWF would be the unit matrix and W^(1/2)F would have condition number 1. The computed value is 1.65 to 1.66 at all three temperatures. Since F = W^(−1/2)(W^(1/2)F),

cond(F) ≤ (w_max/w_min)^(1/2) cond(W^(1/2)F).

So the weighted problem stays almost orthogonal, and the rest is row scaling.

In frequency, Parseval's relation bounds σ_max. The rows of M are a selection from all frequencies, so σ_max ≤ 1/√2 = 0.707. At 300 K the output gives 1/σ_min = 40.3, hence σ_max = 28.5/40.3 = 0.71, at the bound within rounding. An error vector in k_B T G(iν) is thus amplified by at most a factor of about 40 in the coefficients.

The point lists show what the naive choices miss. A pole at E_max decays over a fraction 1/Λ = 0.0032 of ħβ. The first five selected times lie at 0.00015, 0.00096, 0.0028, 0.0057 and 0.0098 of ħβ, while a uniform set of 42 times including both ends has spacing 1/41 = 0.024. In frequency, the selection takes every odd m from 1 to 19, then spreads out to m = 745, or 60.5 eV. The lowest 42 frequencies stop at m = 41, which is 41 × 0.0812 = 3.3 eV, below E_max.

**The Dyson loop**

Take the paramagnetic Hubbard model on the Bethe lattice in the limit of infinite coordination z, with hopping t/√z. A site couples to z neighbours, each contributing (t²/z)G_cav, where G_cav is the neighbour's Green function with the site removed. For z → ∞ the removal no longer matters, so

G = 1/(ζ − t²G),  ζ = iħν + μ − Un − Σ(iν).

Here n is the density per spin, Un the Hartree energy and Σ the remaining self-energy. The quadratic equation t²G² − ζG + 1 = 0 has a root that decays as 1/ζ. With D = 2t,

G = [ζ − ζ√(1−D²/ζ²)]/(2t²) = 2/[ζ + ζ√(1−D²/ζ²)].

The second form follows on multiplying above and below by ζ + ζ√(1−D²/ζ²), and avoids subtracting nearly equal numbers at large ζ.

For Σ we use second-order perturbation theory. The interaction enters the equation of motion of c_↑ through U n_↓c_↑. The mean of n_↓ gives the Hartree term. The fluctuation δn_↓, taken once at each end of the propagator, gives to order U²

Σ(τ) = U² G(τ) ⟨δn_↓(τ)δn_↓(0)⟩.

Wick's theorem turns the correlator into ⟨c†(τ)c(0)⟩⟨c(τ)c†(0)⟩ = −G(−τ)G(τ). Antiperiodicity, G(−τ) = −G(ħβ−τ), then gives

Σ(τ) = U² G(τ)² G(ħβ−τ).

Inserting the full G makes the scheme self-consistent; higher skeleton diagrams are left out. Here Σ(τ) has units of energy squared, and (1/ħ)∫dτ restores an energy. As a check of sign and factor, a two-site impurity with U = 0.01 eV and hybridization 0.2 eV was diagonalized exactly. At the lowest frequency the second-order result, built from the noninteracting G, differs from the exact Σ by 2 × 10⁻⁶ of its magnitude. This impurity is particle-hole symmetric. There G(ħβ−τ) = G(τ), so the check fixes the sign and the prefactor but not which factor is reversed in time; that rests on the derivation above. The third order in U also vanishes by this symmetry, so so small a difference is not typical: away from symmetry the relative difference is of first order in U.

Σ is a product of three fermionic propagators, so it has a spectral representation with the same kernel K, but over a wider range: three particles or holes can share the energy. E_max must cover this range, not just the band. In the self-consistent loop the wider Σ widens the spectrum of G in turn, so there is no sharp edge; E_max can only be taken large enough that the weight left outside is negligible, which the comparison with the dense solution below checks for one case.

One pass of the loop is:

1. Compute G at the L frequencies from the current n and Σ.
2. Solve M g = k_B T G(iν) and evaluate G(τ_i) = Σ_l F_il g_l.
3. Set n = −Σ_l g_l u_l(1), since n = G(0⁻) = −G(ħβ⁻).
4. Form Σ(τ_i), solve F σ = Σ(τ_i) for its coefficients σ_l, and return with Σ(iν) = βMσ.
5. Move n and Σ halfway to their new values and repeat.

The mixing is a practical choice; good conditioning does not by itself make the iteration converge.

**A worked case**

Take T = 300 K, D = 1 eV, U = 1 eV, μ = 0.2 eV and E_max = 8 eV. The loop settles in 33 passes with n = 0.39544, so Un = 0.3954 eV. At the lowest Matsubara energy, 0.0812 eV,

Σ = −0.0299 − 0.0219i eV.

Therefore

ζ = 0.0812i + 0.2 − 0.3954 + 0.0299 + 0.0219i = −0.1655 + 0.1031i eV.

The computed G = −0.2966 − 1.7772i eV⁻¹ and t² = 0.25 eV² give t²G = −0.0742 − 0.4443i eV. Hence ζ − t²G = −0.0914 + 0.5474i eV, whose inverse is −0.297 − 1.777i eV⁻¹: the Dyson equation closes. The negative imaginary part of Σ adds to the Matsubara energy in ζ. This sign holds for any Σ with positive spectral weight, since Im[1/(iħν−E)] = −ħν/[(ħν)² + E²] < 0 for ν > 0; it appears in the two-site impurity as well and does not by itself measure a decay rate.

The dense solution uses Fourier grids and none of the singular functions. The two densities differ by 1.0 × 10⁻⁹ and the self-energies by at most 2.9 × 10⁻⁹ eV over the sampled frequencies, about 10⁻⁷ of |Σ| at the lowest one. These are differences between two approximate numerical solutions of one model, with 42 and 65536 stored frequencies. They say nothing about the omitted diagrams.

**Where the scheme stops working**

The energy window is an assumption about the physics. For nine poles inside it, the fit from frequencies returns G(τ) with an absolute error of at most 3.8 × 10⁻¹⁰, where |G| ≤ 1. For a pole at 3E_max the error is 9.9 × 10⁻³. A different fit in the same basis can reduce this error, but it cannot restore the accuracy found inside the window; E_max has to be raised, at the price of a larger Λ and a somewhat larger L.

Nor does a well-conditioned fit make analytic continuation to real energies well conditioned. The fit yields g_l, whereas the spectral function needs g_l/s_l. At 300 K the last retained singular value is 0.121 × 5.7 × 10⁻¹¹ = 6.9 × 10⁻¹², so an error in that coefficient is multiplied by about 10¹¹. The same decay of s_l makes the imaginary-axis description short and hides the real-axis detail. The numerical output below lists the sampled frequencies and the remaining values.

Calculated quantities

```
temperature = 300 K, k_B T = 0.025852 eV
D = 1.0 eV, t = 0.5 eV, U = 1.0 eV
mu = 0.2 eV, E_max = 8.0 eV, cutoff = 1e-10
T = 1000 K: Lambda = 92.84, L = 30, largest m = 221
  condition numbers: time 7.0, frequency 15.5
  time matrix with run-width weights: 1.65
  uniform times 1.4e+10, lowest frequencies 1.4e+06
T = 300 K: Lambda = 309.45, L = 42, largest m = 745
  condition numbers: time 12.4, frequency 28.5
  time matrix with run-width weights: 1.66
  uniform times 7.0e+16, lowest frequencies 1.5e+12
T = 100 K: Lambda = 928.36, L = 52, largest m = 2191
  condition numbers: time 21.3, frequency 48.9
  time matrix with run-width weights: 1.66
  uniform times 2.0e+17, lowest frequencies 8.5e+14
s_0 = 0.12127, s_(L-1)/s_0 = 5.66e-11, s_L/s_0 = 2.65e-11
sign changes of u_(L-1): 41
sign changes of its transform, m > 0: 20
sampled positive m: 1 3 5 7 9 11 13 15 17 19 25 29 37 45 57 71 93 125 181 303 745
highest sampled Matsubara energy = 60.51 eV
hbar*beta = 25.4608 fs
first five tau/(hbar beta): 0.000152 0.000957 0.002799 0.005740 0.009845
first sampling time = 0.00387 fs
1/sigma_min: time 0.360, frequency 40.258
pole inside window, largest error in G(tau) = 3.8e-10
pole inside window, largest error in k_B T G(i nu) = 4.4e-13
pole at 3 E_max, error in G(tau) = 9.9e-03
two-site impurity: U = 0.01 eV, V = 0.2 eV
  second-order Im Sigma = -5.588335e-06 eV
  exact-diagonalization Im Sigma = -5.588347e-06 eV
  relative difference = 2.1e-06
loop iterations: sparse 33, dense 33
frequencies stored: sparse 42, dense 65536
density per spin: sparse 0.39544103, dense 0.39544103
Hartree energy U n = 0.395441 eV
lowest Matsubara energy = 0.081216 eV
sparse Sigma there = -0.02991626 -0.02191507 i eV
dense Sigma there = -0.02991627 -0.02191507 i eV
sparse G there = -0.296623 -1.777203 i 1/eV
density difference = 1.0e-09
largest Sigma difference = 2.9e-09 eV
largest G difference = 2.9e-09 1/eV
```
